# Sneak resistance of a crossbar of self-rectifying cells, part 1

(Sections cited here and not found follow in the second part.)

## 1. Network result for an N by N array

A crossbar memory has $N$ row wires and $N$ column wires, with a cell at every crossing. To read one cell, its row is held at a voltage $V>0$ and its column at zero. If the other wires float, current can also leave the selected row through an unselected cell, wander through the array and arrive at the selected column. This sneak current adds to the current of the cell being read. A self-rectifying cell opposes it, because the detour must cross one cell against its easy direction. The question is how large the resistance of all detours together is, and how it falls as the array grows.

### Conventions and assumptions

Number the selected row and column 1, and let $M=N-1$ be the number of floating rows, which is also the number of floating columns. Row $i$ has potential $r_i$ and column $j$ has potential $c_j$, with $r_1=V$ and $c_1=0$. Current through a cell is positive from row to column, the easy direction. It is $I_{ij}(v)$ at cell voltage $v=r_i-c_j$. Each function $I_{ij}$ is continuous, strictly increasing and zero at $v=0$.

For positive arguments, write

$$
I_f(u)=I(u),\qquad I_r(w)=-I(-w).
$$

Both are positive magnitudes: $I_f$ is the forward current and $I_r$ the reverse current. The chord resistances are $R_f(u)=u/I_f(u)$ and $R_r(w)=w/I_r(w)$. They depend on voltage.

The wires have no resistance, and the array has reached a steady state. The sneak current $I$ is the current leaving row 1 through all cells except the selected one. The sneak resistance is the chord value

$$
R=\frac{V}{I}.
$$

The selected cell lies directly between the two driven wires, so it does not alter the potentials of the floating wires and can be left out of the calculation of $I$.

### The shortest paths and what they share

A shortest detour runs from row 1 to column $j$, from column $j$ to row $i$, and from row $i$ to column 1, with $i,j\ge2$. It crosses cells $(1,j)$, $(i,j)$ and $(i,1)$. The first and third are crossed from row to column, the second from column to row. If the potentials fall along the path, the middle cell is therefore the reverse-biased one.

There are $M$ choices of $j$ and $M$ of $i$, hence $M^2$ such paths. They are not separate resistors in parallel. Cell $(1,j)$ belongs to the $M$ paths with that value of $j$, and cell $(i,1)$ belongs to the $M$ paths with that value of $i$. Each interior cell $(i,j)$ belongs to one path. The forward cells thus carry the combined current of many paths, which raises their voltage drop.

### Why the floating wires form two equipotential groups

Kirchhoff's current law at the floating wires reads

$$
\sum_{j=1}^{N}I_{ij}(r_i-c_j)=0\quad(i\ge2),
\qquad
\sum_{i=1}^{N}I_{ij}(r_i-c_j)=0\quad(j\ge2).
$$

Consider the function of the floating potentials

$$
\Phi=\sum_{(i,j)\ne(1,1)}\int_0^{r_i-c_j}I_{ij}(v)\,dv .
$$

Differentiating with respect to $r_i$ gives the first sum above. Differentiating with respect to $c_j$ gives minus the second sum. The stationary points of $\Phi$ are therefore the solutions of the network.

Each integral is a strictly convex function of its cell voltage, because its derivative $I_{ij}$ is strictly increasing. Two different sets of floating potentials cannot give the same set of cell voltages: every floating column is joined to the fixed row 1, and every floating row to the fixed column 1. Hence $\Phi$ is strictly convex in the floating potentials. It also grows without limit when any of them becomes large, since each current keeps a nonzero value of the proper sign away from $v=0$. There is thus one minimum and one solution.

Now let all unselected cells have the same current law. Exchanging two floating rows leaves $\Phi$ unchanged. If their potentials differed, the exchange would produce a second minimum, which does not exist. All floating rows therefore have a common potential $r$. The same argument gives all floating columns a common potential $c$.

It remains to show that $c>r$. The law at a floating column is

$$
I(V-c)+M I(r-c)=0,
$$

and at a floating row it is

$$
I(r)+M I(r-c)=0.
$$

If $r\ge c$, then $I(r-c)\ge0$. The first equation would require $V-c\le0$, and the second $r\le0$. Together these give $c\ge V>0\ge r$, which contradicts $r\ge c$. Hence $c>r$, and every interior cell is reverse biased. A longer detour would need a current from a floating row to a floating column, which no cell carries in this state. The longer paths therefore add nothing to the result for identical cells.

### The sneak resistance

Set $w=c-r>0$. The two current laws become

$$
I_f(V-c)=M I_r(w),\qquad I_f(r)=M I_r(w).
$$

A strictly increasing function takes equal values only at equal arguments, so $V-c=r$. Call this forward voltage $u$. The voltages along a path add to $V$:

$$
V=(V-c)+(c-r)+r=2u+w. \tag{1}
$$

The remaining condition is

$$
I_f(u)=M I_r(w). \tag{2}
$$

Row 1 feeds $M$ cells, each carrying $I_f(u)$. With (2),

$$
I=M I_f(u)=M^2I_r(w). \tag{3}
$$

Division of (1) by $I$, using the first form of (3) for the forward voltages and the second for the reverse voltage, gives

$$
R=\frac{V}{M^2I_r(w)}
=\frac{R_r(w)}{M^2}+\frac{2R_f(u)}{M}. \tag{4}
$$

This is the result for identical unselected cells. It describes three groups in series: $M$ forward cells in parallel, $M^2$ reverse cells in parallel, and again $M$ forward cells in parallel.

To solve it, substitute $w=V-2u$ in (2) and consider $I_f(u)-M I_r(V-2u)$. This increases with $u$, is negative at $u=0$ and positive at $u=V/2$. Bisection on that interval finds its one root.

The sharing of forward cells is visible in (4). If the $M^2$ paths were independent, the result would be $(R_r+2R_f)/M^2$. Take cells with a constant forward resistance of 1 and a constant reverse resistance of 30, in any common unit, and $N=20$. Equation (4) gives

$$
R=\frac{30}{19^2}+\frac{2}{19}=0.0831+0.1053=0.1884 .
$$

A direct solution of all Kirchhoff equations also gives 0.1884. The independent-path expression gives $32/19^2=0.0886$, less than half the network value.

### When the reverse junction governs the result

The ratio of the two terms in (4) is the ratio of the voltages across the two kinds of cell:

$$
\frac{2R_f/M}{R_r/M^2}=\frac{2MR_f}{R_r}=\frac{2u}{w}. \tag{5}
$$

If $M\ll R_r/(2R_f)$, the reverse cells take nearly all of $V$. When $I_r$ also changes little between $w$ and $V$, the result becomes

$$
R\simeq\frac{R_r(V)}{M^2}. \tag{6}
$$

Two different statements are contained in the phrase "strongly reverse biased". One is $w\gg kT/e$, with $e$ the elementary charge, which makes the exponential part of a junction's reverse current saturate. The other is $w\simeq V$, which makes the forward drops negligible. The first does not imply the second. For a reverse current that is strictly constant, the first is enough to fix $I=M^2I_r$, whatever share of $V$ the forward cells take. For a reverse current that grows with voltage, $I_r$ must be evaluated at $w$.

The chord resistance is also not the small-signal resistance. With $g_f=dI_f/du$ and $g_r=dI_r/dw$, equation (3) gives $dI=M g_f\,du=M^2g_r\,dw$. Since $dV=2\,du+dw$,

$$
\frac{dV}{dI}=\frac{2}{M g_f}+\frac{1}{M^2g_r}. \tag{7}
$$

When the reverse current saturates strictly, $g_r$ becomes small and (7) greatly exceeds $R$. For a leakage that keeps growing with voltage this need not hold: in the array of section 2, $dV/dI$ is 1.59 GOhm, below $R=1.76$ GOhm. A circuit model that needs the current at the read voltage must use (4).

### A bound for arbitrary stored data

Stored data and fabrication spread make the cells unequal, and the symmetry argument no longer applies. A bound on the current survives.

First, every floating potential lies between 0 and $V$. Suppose that the highest floating potential exceeds $V$. If it belongs to a row, all currents leaving that row are nonnegative. Their sum is zero, so each is zero, and every column must have the same potential as the row. This contradicts $c_1=0$. If it belongs to a column, all currents entering the column are nonpositive. They must again all vanish, which contradicts $r_1=V$. The same argument with signs reversed excludes potentials below zero.

Next, add the current laws of all floating columns:

$$
\sum_{j\ge2}I_{1j}+\sum_{i,j\ge2}I_{ij}(r_i-c_j)=0 .
$$

The first sum is $I$. Therefore

$$
I=-\sum_{i,j\ge2}I_{ij}(r_i-c_j).
$$

An interior cell with $c_j>r_i$ contributes its reverse current at a voltage no larger than $V$. A cell with $c_j\le r_i$ contributes zero or a negative amount. It follows that

$$
I\le\sum_{i,j\ge2}I_{r,ij}(V),
\qquad
R\ge\frac{V}{\sum_{i,j\ge2}I_{r,ij}(V)}. \tag{8}
$$

If all interior cells have the same reverse law, the bound is $V/[M^2I_r(V)]$, which is the approximation (6). That approximation therefore errs on the safe side: it does not overestimate the sneak resistance.

### The ideal junction in closed form

From here on the algebra uses atomic units, $e=\hbar=m_e=1$. The thermal energy $kT$ then also serves as the thermal voltage. An ideal junction has the current law

$$
I(v)=I_s\left(e^{v/kT}-1\right),
$$

where $I_s$ is the saturation current. Thus $I_f=I_s(e^{u/kT}-1)$ and $I_r=I_s(1-e^{-w/kT})$.

Let $x=e^{u/kT}$ and $q=e^{-V/kT}$. Since $w=V-2u$, one has $e^{-w/kT}=qx^2$. Condition (2), divided by $I_s$, becomes

$$
x-1=M(1-qx^2).
$$

Collecting terms, with $M+1=N$, gives

$$
Mqx^2+x-N=0 .
$$

The positive root is

$$
x=\frac{-1+\sqrt{1+4MNq}}{2Mq}
=\frac{2N}{1+\sqrt{1+4MNq}}. \tag{9}
$$

The second form follows on multiplying numerator and denominator by $1+\sqrt{1+4MNq}$. It avoids the subtraction of nearly equal numbers when $q$ is small. The current is $I=M I_s(x-1)$.

For $N^2q\ll1$, the square root is $1+2MNq$ to first order, so

$$
x\simeq\frac{N}{1+MNq}\simeq N-MN^2q .
$$

With $N-1=M$, the current is

$$
I\simeq M^2I_s(1-N^2q),\qquad u\simeq kT\ln N. \tag{10}
$$

The forward voltage grows with the logarithm of the array size because each forward cell must carry the leakage of $M$ reverse cells. The condition $N^2q\ll1$ means $V-2kT\ln N\gg kT$, which is the requirement $w\gg kT$. For $N=16$, $V=0.3$ V and $kT=0.02585$ eV, the directly solved network carries a current smaller than $M^2I_s$ by a fraction 0.002326. The leading term $N^2q$ is 0.002336.

In the opposite limit, $N^2q\gg1$ with $N\gg1$, the quadratic term in the equation for $x$ balances $N$. Then $x\simeq q^{-1/2}=e^{V/2kT}$ and

$$
I\simeq M I_s\left(e^{V/2kT}-1\right). \tag{11}
$$

The $M^2$ interior cells now conduct so well together that $w$ is small, and the two forward groups share $V$. The resistance falls as $1/M$. For $N=100$ and $V=0.05$ V at the same temperature, the network current is 0.987 of (11).

A resistance $R_L$ in series with each junction adds a voltage to each forward cell. In the saturated regime that cell carries $M I_s$, so

$$
u\simeq kT\ln N+M I_sR_L. \tag{12}
$$

The corresponding drop in a reverse cell is $I_sR_L$, smaller by the factor $M$. Equation (12) holds while the voltage left on the reverse junction is still much larger than $kT$.

## 2. Leakage that grows with field, and a sized array

The second half uses these symbols and results. The selected row is at $V$, the selected column at zero, and $M=N-1$ wires of each kind float. Each forward cell has voltage $u$ and each reverse cell voltage $w$. Their current magnitudes are $I_f$ and $I_r$. For identical unselected cells,

$$
2u+w=V,\quad I_f(u)=M I_r(w),\quad R=\frac{V}{M^2I_r(w)}. \tag{13}
$$

For any data pattern with a common reverse law, $R\ge V/[M^2I_r(V)]$. Algebra is in atomic units, while numerical values are in engineering units.

### Image-force lowering of the barrier

Let the reverse current consist of holes that leave a metal electrode over a barrier $\phi$ and enter a depleted oxide layer of thickness $d$. With built-in voltage $V_b$ and junction voltage $v$, the field that pulls holes away from the electrode is

$$
F(v)=\frac{V_b-v}{d}. \tag{14}
$$

Reverse bias, $v=-w$, raises it to $(V_b+w)/d$. Fixed charge in the layer is neglected here.

A hole at distance $z$ from the metal is attracted by its image. In a medium of relative permittivity $\varepsilon$ its energy is

$$
E(z)=\phi-Fz-\frac{1}{4\varepsilon z}.
$$

The maximum follows from $-F+1/(4\varepsilon z^2)=0$, so $z_m=1/(2\sqrt{\varepsilon F})$. The two subtracted terms are equal there, each being $\frac12\sqrt{F/\varepsilon}$. The barrier is therefore lowered by

$$
\Delta\phi=\sqrt{F/\varepsilon}. \tag{15}
$$

In practical units this is $\sqrt{(1.44\ \text{eV nm})\,F/\varepsilon}$, with $F$ in V/nm and the result in eV.

The current over the barrier carries the factor $e^{\Delta\phi/kT}$. Writing $\Delta\phi_v$ for the lowering at junction voltage $v$, the model law is

$$
I(v)=I_r(V)\,
e^{(\Delta\phi_v-\Delta\phi_{-V})/kT}
\left(e^{v/kT}-1\right). \tag{16}
$$

It is normalized to the reverse current at the read voltage, since $1-e^{-V/kT}$ is indistinguishable from 1 for the values used below. The reverse current at 1 V is thus an input, and the law supplies its change with voltage.

For $w\gg kT$, (16) gives

$$
\frac{I_r(w)}{I_r(V)}=
\exp\left[\frac{\Delta\phi_{-w}-\Delta\phi_{-V}}{kT}\right]. \tag{17}
$$

Inserting (16) in the second relation of (13), with the same approximation, gives

$$
e^{\Delta\phi_u/kT}\left(e^{u/kT}-1\right)
=M e^{\Delta\phi_{-w}/kT}.
$$

Division by the first exponential and a logarithm lead to

$$
u=kT\ln\left[1+M
e^{(\Delta\phi_{-w}-\Delta\phi_u)/kT}\right]. \tag{18}
$$

The lowering is greater in the reverse cell than in the forward cell, so $u$ exceeds $kT\ln N$. Any series resistance adds $M I_rR_L$, as in (12).

The network argument requires an increasing current law. For $v<0$, both voltage-dependent factors of (16) grow in magnitude with the reverse voltage, so the law is increasing there. For $v>0$, the logarithmic slope of (16) is at least $[1-\Delta\phi_v/(2(V_b-v))]/kT$. It is positive except within about 1 mV of $v=V_b$ for the parameters below. The junctions in the example stay far from that point.

This part has derived the sneak resistance for identical unselected cells, a lower bound for arbitrary stored data, and a junction law whose leakage grows with field. It remains to apply these results to a 128 by 128 array, to find how the resistance depends on size, data and temperature, and to examine effects outside the model.
